# Form birefringence of a fine two-material lamellar stack, part 1

(Sections cited here and not found follow in the second part.)

## First half: how two isotropic materials make a uniaxial medium

### A number to be explained

Two transparent materials have refractive indices 1.5 and 2.2. Each is isotropic: taken alone, it has the same index for every direction and polarization of light. They are stacked in alternating flat layers, each 10 nm thick, and red light of wavelength 633 nm is sent along the layers. Solving Maxwell's equations layer by layer gives an index of 1.8832 when the electric field lies in the plane of the layers, and 1.7530 when it points across them. The stack is birefringent, although neither ingredient is, and the index for the field across the layers is the lower one by 0.130.

Two questions follow. Where does the difference come from, and could another choice of materials or thicknesses reverse its sign?

Let $z$ be the layer normal. Material 1 has relative permittivity $\varepsilon_1$ and occupies a fraction $f$ of the volume; material 2 has $\varepsilon_2$ and occupies $1-f$. One layer of each makes a period of length $P$. Both materials are homogeneous, isotropic, non-magnetic and, for now, lossless, with $\varepsilon_1,\varepsilon_2>0$. In the example

$$\varepsilon_1=1.5^2=2.25,\qquad \varepsilon_2=2.2^2=4.84,\qquad f=0.5,\qquad P=20\ \text{nm}.$$

The light has angular frequency $\omega$ and vacuum wavenumber $k_0=\omega/c=2\pi/\lambda$. The number that measures how fine the stack is for this light is $k_0P=2\pi\times20/633=0.1985$.

### The simplest case: a constant field and equal layers

Suppose first that the field does not vary in time and that the layers are equally thick. At an interface without free charge, two quantities are continuous: the component of $\mathbf E$ along the interface, and the component of $\mathbf D$ normal to it. Measure $\mathbf D$ in units of $\epsilon_0$, so that $\mathbf D=\varepsilon\mathbf E$.

*Field along the layers.* The same $E_x$ is present in both materials. The mean displacement is

$$\langle D_x\rangle=\tfrac12\varepsilon_1E_x+\tfrac12\varepsilon_2E_x ,$$

so the effective permittivity is the arithmetic mean, $(2.25+4.84)/2=3.545$.

*Field across the layers.* Now the same $D_z$ is present in both materials, while the field is $D_z/\varepsilon_1$ in one and $D_z/\varepsilon_2$ in the other. The mean field is

$$\langle E_z\rangle=\tfrac12\left(\frac1{\varepsilon_1}+\frac1{\varepsilon_2}\right)D_z .$$

The effective permittivity $D_z/\langle E_z\rangle$ is the harmonic mean, $2\times2.25\times4.84/(2.25+4.84)=3.072$.

The square roots are 1.883 and 1.753, already close to the two indices of the opening. The mechanism is visible too. When the field points across the layers, it is stronger in the material of low permittivity, here by the ratio $4.84/2.25=2.151$. Material 1 then carries the share $4.84/7.09=0.683$ of the total field and material 2 the share $0.317$. Weighting the permittivities with these shares gives

$$0.683\times2.25+0.317\times4.84=3.07 .$$

A field along the layers weights the materials by volume. A field across them gives extra weight to the material that polarizes less, and this lowers the mean.

### Unequal layers

For general $f$ the same two steps give

$$\boxed{\;\varepsilon_o=f\varepsilon_1+(1-f)\varepsilon_2,\qquad \frac1{\varepsilon_e}=\frac f{\varepsilon_1}+\frac{1-f}{\varepsilon_2}\;}$$

The subscripts anticipate the names "ordinary" and "extraordinary", which are justified below.

Limits: for $f=1$ both expressions give $\varepsilon_1$, for $f=0$ both give $\varepsilon_2$, and for $\varepsilon_1=\varepsilon_2$ both give the common value. With one material present there is no birefringence, as there must not be.

This was electrostatics. Light has a field that varies in space and time, and it remains to be shown that the same averages govern a wave.

### What a wave changes

Take the time factor $e^{-i\omega t}$ and scale the magnetic field as $\mathbf h=\mu_0c\,\mathbf H$, which gives it the same unit as $\mathbf E$. Maxwell's curl equations become

$$\nabla\times\mathbf E=ik_0\mathbf h,\qquad \nabla\times\mathbf h=-ik_0\varepsilon\,\mathbf E .$$

The layers look the same after any rotation about $z$, so the $x$ axis can be chosen along the in-plane direction of travel. All fields then vary as $e^{iqk_0x}$ and do not depend on $y$. The number $q$ is the in-plane wavenumber in units of $k_0$, and it is common to all layers because the boundary conditions hold at every $x$. Replacing $\partial_x$ by $iqk_0$ and $\partial_y$ by zero, the six components read

$$-\partial_zE_y=ik_0h_x,\qquad \partial_zE_x-iqk_0E_z=ik_0h_y,\qquad qE_y=h_z,$$

$$\partial_zh_y=ik_0\varepsilon E_x,\qquad \partial_zh_x-iqk_0h_z=-ik_0\varepsilon E_y,\qquad qh_y=-\varepsilon E_z .$$

They separate into two independent sets. In the first, called *s*, the electric field lies in the layers along $y$. Inserting $h_z=qE_y$ gives

$$\partial_zE_y=-ik_0h_x,\qquad \partial_zh_x=-ik_0(\varepsilon-q^2)E_y. \tag{s}$$

In the second, called *p*, the magnetic field lies along $y$. Inserting $E_z=-qh_y/\varepsilon$ gives

$$\partial_zh_y=ik_0\varepsilon E_x,\qquad \partial_zE_x=ik_0\left(1-\frac{q^2}{\varepsilon}\right)h_y. \tag{p}$$

The fields that are differentiated here, $E_y,h_x,h_y,E_x$, are all tangential, hence continuous at every interface. So is $D_z=\varepsilon E_z=-qh_y$. Each derivative carries a factor $k_0$. At fixed $q$, these fields therefore change across one period by an amount of order $k_0P$ relative to the larger field of their pair, $(E_y,h_x)$ or $(h_y,E_x)$. The component $E_z=D_z/\varepsilon$ is different, for it jumps at each interface by the full permittivity ratio, however thin the layers are.

The example shows the contrast. For a p wave with $q=1$, $D_z$ changes by 0.097 of its value across the 10 nm layer of material 1, and $E_x$ by 0.126, whereas $E_z$ jumps by the factor 2.151. When the period is halved from 2 nm to 1 nm, both small changes halve, to within the 10% tolerance of that test.

### Averaging over a period

Integrate the equations over one period and divide by $P$. The slowly varying fields can be taken out of the integrals with an error of order $k_0P$, again relative to the larger field of the pair. What is left under the integrals is $\varepsilon$ or $1/\varepsilon$:

$$\frac1P\int\varepsilon E_x\,dz\to\langle\varepsilon\rangle E_x=\varepsilon_oE_x,\qquad \frac1P\int\frac{h_y}{\varepsilon}\,dz\to\left\langle\frac1\varepsilon\right\rangle h_y=\frac{h_y}{\varepsilon_e}.$$

The average field therefore obeys (s) with $\varepsilon$ replaced by $\varepsilon_o$, and (p) with the first $\varepsilon$ replaced by $\varepsilon_o$ and the second by $\varepsilon_e$. These are the equations of a homogeneous medium with permittivity $\varepsilon_o$ along $x$ and $y$ and $\varepsilon_e$ along $z$.

Insert plane waves, with fields proportional to $e^{iKk_0z}$. For s, the two equations become $KE_y=-h_x$ and $Kh_x=-(\varepsilon_o-q^2)E_y$. For p they become $Kh_y=\varepsilon_oE_x$ and $KE_x=(1-q^2/\varepsilon_e)h_y$. Eliminating one field from each pair gives

$$\text{s:}\quad K^2=\varepsilon_o-q^2,\qquad\qquad \text{p:}\quad \frac{K^2}{\varepsilon_o}+\frac{q^2}{\varepsilon_e}=1 .$$

Now the limits. Along the normal, $q=0$ and both waves have $K^2=\varepsilon_o$. The two polarizations travel alike, so $z$ is the optic axis and the medium is uniaxial. Along the layers, $K=0$. The s wave has index $q=\sqrt{\varepsilon_o}\equiv n_o$. The p wave, whose mean electric field now points along $z$, has index $q=\sqrt{\varepsilon_e}\equiv n_e$. For the s wave $K^2+q^2=\varepsilon_o$ in every direction, which is why it is called ordinary.

In the example,

$$n_o=\sqrt{3.54500}=1.8828,\qquad n_e=\sqrt{3.07193}=1.7527,\qquad n_e-n_o=-0.1301 .$$

### A second road without averaging

The averaging step can be checked by solving the layers first and making them thin afterwards. Put the two continuous fields into a column, $\psi=(E_y,-ih_x)$ for s and $\psi=(h_y,iE_x)$ for p. Equations (s) and (p) then take one common form,

$$\partial_z\psi=k_0A\psi,\qquad A=\begin{pmatrix}0&g\\-h&0\end{pmatrix},$$

with $g=1,\ h=\varepsilon-q^2$ for s, and $g=\varepsilon,\ h=1-q^2/\varepsilon$ for p. Within a layer $A$ is constant. Multiplying out gives $A^2=-gh\,I=-\kappa^2I$, where $\kappa^2=gh=\varepsilon-q^2$ in both cases. The power series of the exponential therefore splits into a cosine and a sine, and a layer of thickness $d$ carries $\psi$ forward by

$$e^{k_0dA}=\cos(k_0d\kappa)\,I+\frac{\sin(k_0d\kappa)}{\kappa}A .$$

One period is the product of two such matrices. Each has determinant 1, because $A$ has zero trace. A wave that repeats from period to period up to a phase $k_0KP$ belongs to eigenvalues $e^{\pm ik_0KP}$, whose sum is the trace. With $\theta_j=k_0d_j\kappa_j$, and using $\mathrm{tr}(A_2A_1)=-(g_2h_1+g_1h_2)$,

$$\cos(k_0KP)=\cos\theta_1\cos\theta_2-\frac{g_2h_1+g_1h_2}{2\kappa_1\kappa_2}\sin\theta_1\sin\theta_2 .$$

No approximation has been made so far. Expand both sides to second order in $k_0$:

$$1-\tfrac12k_0^2K^2P^2=1-\tfrac12k_0^2\left[d_1^2g_1h_1+d_2^2g_2h_2+d_1d_2(g_2h_1+g_1h_2)\right].$$

The bracket factorizes into $(d_1g_1+d_2g_2)(d_1h_1+d_2h_2)=P^2\langle g\rangle\langle h\rangle$. Hence

$$K^2=\langle g\rangle\langle h\rangle .$$

For s this is $\varepsilon_o-q^2$, and for p it is $\varepsilon_o(1-q^2/\varepsilon_e)$, as found by averaging. The expansion also gives the size of the error. Both sides are even functions of $P$ at fixed $f$, so the next term is smaller by $(k_0P)^2$ and not merely by $k_0P$.

A numerical test at $k_0P=0.005$, with the example's materials and $q=0.4$ and $q=1$, found $K^2$ from the full trace equal to these expressions within one part in $10^4$.

### The sign

Write the harmonic mean over a common denominator:

$$\varepsilon_e=\frac{\varepsilon_1\varepsilon_2}{N},\qquad N=f\varepsilon_2+(1-f)\varepsilon_1 .$$

The difference of the two permittivities is then $(\varepsilon_oN-\varepsilon_1\varepsilon_2)/N$. Multiply out the first product:

$$\varepsilon_oN=f(1-f)(\varepsilon_1^2+\varepsilon_2^2)+\left[f^2+(1-f)^2\right]\varepsilon_1\varepsilon_2 .$$

Since $f^2+(1-f)^2-1=-2f(1-f)$, subtracting $\varepsilon_1\varepsilon_2$ completes a square:

$$\boxed{\;\varepsilon_o-\varepsilon_e=\frac{f(1-f)(\varepsilon_1-\varepsilon_2)^2}{f\varepsilon_2+(1-f)\varepsilon_1}\;}$$

For positive $\varepsilon_1$ and $\varepsilon_2$ the denominator is positive, and no factor of the numerator can be negative. Hence $\varepsilon_e\le\varepsilon_o$. Equality needs $f=0$, $f=1$ or $\varepsilon_1=\varepsilon_2$, that is, a single material. The indices inherit the sign, because

$$n_e-n_o=-\frac{\varepsilon_o-\varepsilon_e}{n_o+n_e}.$$

A uniaxial medium with $n_e<n_o$ is called negative. Within the long-wavelength limit, a stack of two different isotropic materials with positive permittivities is therefore negative uniaxial for every thickness ratio.

For the example, $0.25\times(2.59)^2/3.545=0.4731$. Dividing by $1.8828+1.7527=3.6355$ gives $0.1301$, as before.

Two limits show how the effect begins. For thin sheets of material 1 in a host of material 2, $f\to0$ and the difference tends to $f(\varepsilon_1-\varepsilon_2)^2/\varepsilon_1$, proportional to the amount of added material. For a small contrast $\delta=\varepsilon_1-\varepsilon_2$ around a mean $\bar\varepsilon$, it tends to $f(1-f)\delta^2/\bar\varepsilon$. The square explains why exchanging the materials cannot reverse the sign.

The result was tested on 150 random pairs with $\varepsilon_1$ between 1 and 3, the ratio $\varepsilon_2/\varepsilon_1$ between 1.1 and 5, $f$ between 0.1 and 0.9, and $k_0P=0.01$. In all of them the in-plane p index from the full trace condition lay below the s index, and the difference of their squares agreed with the boxed formula within one part in a thousand.

## Second half: size, limits and what an ellipsometer sees

### Symbols and results carried over

The stack has normal $z$, period $P$, permittivities $\varepsilon_1,\varepsilon_2$ and volume fractions $f,1-f$. Light has vacuum wavenumber $k_0$ and in-plane wavenumber $qk_0$; its wavenumber along $z$ is $Kk_0$. The s wave has $\mathbf E$ in the layers, the p wave has $\mathbf H$ in the layers. For $k_0P\to0$,

$$\varepsilon_o=\langle\varepsilon\rangle,\qquad \frac1{\varepsilon_e}=\left\langle\frac1\varepsilon\right\rangle,\qquad \varepsilon_o-\varepsilon_e=\frac{f(1-f)(\varepsilon_1-\varepsilon_2)^2}{N},\qquad N=f\varepsilon_2+(1-f)\varepsilon_1 .$$

The indices are $n_o=\sqrt{\varepsilon_o}$ and $n_e=\sqrt{\varepsilon_e}$. The continuous fields $\psi$ obey $\partial_z\psi=k_0A\psi$, where $A$ has zero diagonal, upper right element $g$ and lower left element $-h$. For s, $g=1$ and $h=\varepsilon-q^2$; for p, $g=\varepsilon$ and $h=1-q^2/\varepsilon$. The example has $\varepsilon_1=2.25$, $\varepsilon_2=4.84$, two 10 nm layers per period and $\lambda=633$ nm, which gives $n_o=1.8828$, $n_e=1.7527$ and $n_e-n_o=-0.1301$.

### How large can the difference be?

Keep the materials and vary $f$. Since $\varepsilon_o+N=\varepsilon_1+\varepsilon_2$, the extraordinary permittivity can be written in terms of $\varepsilon_o$ alone:

$$\varepsilon_o-\varepsilon_e=\varepsilon_o-\frac{\varepsilon_1\varepsilon_2}{\varepsilon_1+\varepsilon_2-\varepsilon_o}.$$

The derivative with respect to $\varepsilon_o$ is $1-\varepsilon_1\varepsilon_2/N^2$. It vanishes at $N=\sqrt{\varepsilon_1\varepsilon_2}=n_1n_2$, and the second derivative, $-2\varepsilon_1\varepsilon_2/N^3$, is negative, so this is a maximum. There $\varepsilon_o=n_1^2+n_2^2-n_1n_2$ and $\varepsilon_e=n_1n_2$, hence

$$(\varepsilon_o-\varepsilon_e)_{\max}=(n_1-n_2)^2 .$$

Solving $N=n_1n_2$ for $f$ gives $f=n_1(n_2-n_1)/(n_2^2-n_1^2)=n_1/(n_1+n_2)$. For the example the maximum is $0.7^2=0.49$ at $f=0.405$; equal layers, with 0.473, are already close. A numerical search over $f$ using the full layer solution reproduced both the position and the height within $10^{-3}$. This is the maximum of the permittivity difference; that of $n_o-n_e$ lies at a somewhat different $f$.

In the long-wavelength limit, a stack of two different isotropic materials with positive permittivities is negative uniaxial for every thickness ratio, and its permittivity difference is at most $(n_1-n_2)^2$. It remains to examine graded interfaces, anisotropic layers, negative permittivity, absorption, the finite period and the surfaces of the stack, and what an ellipsometer reads.

Numerical values quoted here were computed with a short program.
